\section*{Tensile Force of a Free-Electron Metallic Neck at Fixed Volume}

\section{Problem}

A metallic neck is modelled as a straight cylinder of radius $R$ and length $L$ with hard walls. It joins two reservoirs at chemical potential $E_F$. Its electrons are free, independent and spin-degenerate, and $T=0$. The ends neither reflect electrons nor carry energy of their own. The neck is drawn out at fixed volume $V=\pi R^2L$. Find its grand potential $\Omega$ and its tension
\begin{equation}
\tau=\left(\frac{\partial\Omega}{\partial L}\right)_{V,E_F},
\end{equation}
which is positive when the neck pulls inward. What happens to $\tau$ when a conducting channel closes, and how large is the effect in gold?

Write $k_F=\sqrt{2mE_F}/\hbar=2\pi/\lambda_F$ and $a=k_FR$. The transverse wave functions are $J_{|m|}(\gamma r/R)e^{im\theta}$ and vanish at the wall, so $\gamma$ is a zero of $J_{|m|}$ and
\begin{equation}
E_n=\frac{\hbar^2\gamma_n^2}{2mR^2},\qquad x_n=1-\frac{E_n}{E_F}=1-\frac{\gamma_n^2}{a^2}.
\end{equation}
(In $\hbar^2/2m$ the letter $m$ is the electron mass; elsewhere it is the angular quantum number.) Channel $n$ is open if $x_n>0$. Sums over $n$ run over open channels, with $+m$ and $-m$ counted separately.

\section{A tempting solution}

At $T=0$, $\Omega$ is the sum of $E-E_F$ over occupied states. With $\kappa_n=k_F\sqrt{x_n}$ and two spins, channel $n$ gives
\begin{align}
\Omega_n&=2\,\frac{L}{2\pi}\int_{-\kappa_n}^{\kappa_n}\frac{\hbar^2}{2m}(k^2-\kappa_n^2)\,dk
=-\frac{4L}{3\pi}\frac{\hbar^2\kappa_n^3}{2m},\nonumber\\
\Omega&=-\frac{4L}{3\pi}E_Fk_F\sum_nx_n^{3/2}=-\frac{8E_F}{3\lambda_F}\,L\sum_nx_n^{3/2}.
\label{omega}
\end{align}
Since $\Omega$ is proportional to $L$, the tension seems to be the energy per length, with $R(L)=\sqrt{V/\pi L}$ inserted afterwards:
\begin{equation}
\tau_{\rm wrong}=\frac{\Omega}{L}=-\frac{8E_F}{3\lambda_F}\sum_nx_n^{3/2}.
\label{wrong}
\end{equation}
This says that the neck pushes outward, and that a closing channel fades out as $x^{3/2}$, without a sharp feature.

\section{The fault}

Equation (\ref{omega}) is right; the derivative is not. Equation (\ref{wrong}) holds $R$ fixed while $L$ changes, so the volume grows. In a wide neck the sum is approximately $a^2/10$, as derived below, and (\ref{wrong}) becomes $-(4/15)a^2E_F/\lambda_F$. This is minus the electron-gas pressure $\frac25E_Fk_F^3/(3\pi^2)$ times the area $\pi R^2$. At fixed volume that pressure does no net work. Inserting $R(L)$ after differentiation does not restore the missing work of squeezing the channels.

\section{The tension}

At fixed $V$, $R^{-2}=\pi L/V$. Hence $E_n\propto L$, $\partial E_n/\partial L=E_n/L$, and
\begin{equation}
\frac{\partial x_n}{\partial L}=-\frac{E_n}{E_FL}=-\frac{1-x_n}{L}.
\end{equation}
The product rule applied to (\ref{omega}) gives
\begin{align}
\tau&=-\frac{8E_F}{3\lambda_F}\sum_n\left[x_n^{3/2}-\tfrac32x_n^{1/2}(1-x_n)\right]\nonumber\\
&=\frac{4E_F}{\lambda_F}\sum_n\left[x_n^{1/2}-\tfrac53x_n^{3/2}\right].
\label{tau}
\end{align}
A channel opening or closing adds no boundary term, because $x^{3/2}$ vanishes there.

For one channel, the derivative of the bracket, $\frac12x^{-1/2}-\frac52x^{1/2}$, vanishes at $x=1/5$. The peak contribution is
\begin{equation}
\frac{4E_F}{\lambda_F}\,\frac1{\sqrt5}\left(1-\frac13\right)=\frac{8}{3\sqrt5}\frac{E_F}{\lambda_F}=1.19\,\frac{E_F}{\lambda_F}.
\end{equation}
A deep channel, $x>3/5$, pushes; a shallow one pulls. As $x\to0$, a level of degeneracy $g$ contributes $4g\sqrt{x}\,E_F/\lambda_F$, whose slope in $L$ diverges. The tension therefore falls steeply just before each closing, and the conductance, $2e^2/h$ per open channel, steps down at the closing itself. The slope is steep every time, but the total fall is small if another level has closed shortly before.

\section{Smooth part}

Many channels overlap in a wide neck, so the smooth and oscillating parts must be separated. When $q-|m|$ is much larger than $q^{1/3}$, the condition $J_{|m|}(q)=0$ becomes $\nu(q,m)=1,2,\dots$, with
\begin{equation}
\nu(q,m)=\frac1\pi\left[\sqrt{q^2-m^2}-|m|\arccos\frac{|m|}{q}\right]+\frac14 .
\end{equation}
At the first zero for large $|m|$, where this condition on $q$ is not met, $\nu$ still differs from $1$ by only about $0.01$. For each $m$ the number of zeros below $q$ is therefore approximated by the integer part of $\nu$:
\begin{equation}
\lfloor\nu\rfloor=\nu-\frac12+\sum_{v\ge1}\frac{\sin2\pi v\nu}{\pi v}.
\label{floor}
\end{equation}
Integrating $\nu-\frac12$ over $-q<m<q$ gives the smooth count
\begin{equation}
\bar N(q)=\frac2\pi\left(\frac{\pi q^2}{4}-\frac{\pi q^2}{8}\right)-\frac{q}{2}+c=\frac{q^2}{4}-\frac q2+c .
\end{equation}
The constant $c$ comes from wall curvature and lies beyond this approximation. With $d\bar N=(q/2-1/2)\,dq$ and the constant counted at $q=0$,
\begin{equation}
\overline{\sum_n x_n^{3/2}}=\frac{a^2}{4}\cdot\frac25-\frac a2\cdot\frac{3\pi}{16}+c=\frac{a^2}{10}-\frac{3\pi a}{32}+c .
\end{equation}

Write $\Omega=L\,\omega(a)$. Fixed volume means $a\propto L^{-1/2}$, so
\begin{equation}
\tau=\omega-\frac a2\,\omega'(a).
\label{rule}
\end{equation}
This rule multiplies the $a^2$, $a$ and constant terms by $0$, $\frac12$ and $1$. The bulk term drops out, leaving
\begin{equation}
\bar\tau=\frac{E_F}{\lambda_F}\left(\frac{\pi a}{8}-\frac{8c}{3}\right),\qquad c=\frac16 .
\label{smooth}
\end{equation}
The first term is surface tension, $\pi R\sigma$ with $\sigma=E_Fk_F^2/(16\pi)$. The value $c=1/6$ is the known curvature coefficient for a smooth closed boundary; it is not derived here but was tested. A weighted average of (\ref{tau}) over $30<a<80$, using exact Bessel zeros, differs from (\ref{smooth}) by $-0.0014\,E_F/\lambda_F$, against a constant term of $-0.444$.

\section{Oscillating part}

Differentiating the sine terms of (\ref{floor}) with respect to $q$ gives the density of zeros $2(\partial\nu/\partial q)\cos2\pi v\nu$, with $\partial\nu/\partial q=\sqrt{q^2-m^2}/(\pi q)$. Poisson summation turns the sum over integer $m$ into integrals with phase $\Phi=2\pi v\nu+2\pi wm$. For integer $m$, $|m|\arccos(|m|/q)$ may be replaced by $m\arccos(m/q)$: for $m<0$ they differ by $\pi m$, which changes $\Phi$ by a multiple of $2\pi$. Then
\begin{equation}
\frac{\partial\Phi}{\partial m}=-2v\arccos\frac mq+2\pi w=0
\quad\Rightarrow\quad m=q\cos\varphi,\quad \varphi=\frac{\pi w}{v}.
\end{equation}
There $\Phi=\ell q+\pi v/2$ with $\ell=2v\sin\varphi$, and $\partial^2\Phi/\partial m^2=2v/(q\sin\varphi)$. The Gaussian integral is $\sqrt{\pi q\sin\varphi/v}\;e^{i\pi/4}$. The values $w$ and $v-w$ give equal terms, so let $w\le v/2$, with $f=2$ for $w<v/2$ and $f=1$ for $w=v/2$. To leading order in $q$,
\begin{equation}
g_{\rm osc}(q)=\sum_{w\ge1}\sum_{v\ge2w}2f\sqrt{\frac{q}{\pi v}}\,\sin^{3/2}\!\varphi\,
\cos\!\left(\ell q+\frac{\pi v}2+\frac\pi4\right).
\end{equation}
Each term belongs to a closed polygonal path in the circular section, with $v$ bounces, $w$ turns and length $\ell R$.

In $\int^a(1-q^2/a^2)^{3/2}g_{\rm osc}\,dq$, the part oscillating with $a$ comes from the end $q=a$. Put $q=a-s$, so that $1-q^2/a^2\approx2s/a$, and use
\begin{equation}
\int_0^\infty s^{3/2}e^{-i\ell s}ds=\frac{3\sqrt\pi}{4}\,\ell^{-5/2}e^{-5\pi i/4}.
\end{equation}
The phase becomes $\ell a+\pi v/2-\pi$, and the amplitude is
\begin{equation}
\left(\frac2a\right)^{3/2}2f\sqrt{\frac{a}{\pi v}}\,\sin^{3/2}\!\varphi\;\frac{3\sqrt\pi}{4}\,\frac{1}{(2v\sin\varphi)^{5/2}}
=\frac{3f}{4a\,v^3\sin\varphi}.
\end{equation}
Multiplication by $-8E_F/(3\lambda_F)$ cancels the minus sign from the phase $-\pi$:
\begin{equation}
\omega_{\rm osc}=\frac{2E_F}{a\lambda_F}\sum_{w,v}\frac{f}{v^3\sin\varphi}\cos\!\left(\ell a+\frac{\pi v}{2}\right).
\end{equation}
In (\ref{rule}) the leading term is $-\frac a2\omega'$. Differentiating the cosine brings down $-\ell=-2v\sin\varphi$, so
\begin{equation}
\tau_{\rm osc}=\frac{2E_F}{\lambda_F}\sum_{w\ge1}\sum_{v\ge2w}\frac{f}{v^2}
\sin\!\left(2va\sin\frac{\pi w}{v}+\frac{\pi v}{2}\right).
\label{osc}
\end{equation}
The amplitudes do not depend on the radius. Averaging the square over a long range of $a$, and neglecting interference between different paths of equal length, gives
\begin{equation}
\frac{\langle\tau_{\rm osc}^2\rangle}{(E_F/\lambda_F)^2}=2\left[\sum_{w\ge1}\frac1{(2w)^4}+4\sum_{v\ge3}\frac{\lfloor(v-1)/2\rfloor}{v^4}\right]=(0.586)^2 .
\end{equation}
Interference between paths of equal length, such as the hexagon traversed twice and the diameter traversed three times, lowers this to $0.585$. Exact zeros give an rms of $0.580$ for $30<a<80$ and $0.554$ for thin necks, $4<a<12$. Over the wider range, (\ref{osc}) with $v\le60$ misses the exact oscillation by an rms of $0.075$, in the same unit.

Thus the oscillation has the scale $E_F/\lambda_F$, while the whole force grows with $R$. For gold, with a rough $E_F=5.5$ eV, $\lambda_F=0.523$ nm and $E_F/\lambda_F=1.69$ nN. In this free-electron model the rms oscillation is $0.586\times1.69=0.99$ nN, about a nanonewton.

\section{Which volume is fixed?}

A hard wall depletes the electron density beside it. The electron number per length is $(2k_F/\pi)\sum_n x_n^{1/2}$, and the same smooth count gives $\sum_n x_n^{1/2}\approx a^2/6-\pi a/8+c$. Ions at bulk density inside radius $b/k_F$ require $b^2/6$. Neutrality then gives $b^2=a^2-3\pi a/4+6c$ with $6c=1$, or $b\approx a-3\pi/8$ for large $a$. If the ionic volume is fixed, $b\propto L^{-1/2}$. With the offset constant, $da/dL=-b/(2L)$ and
\begin{equation}
\tau_{\rm ion}=\omega-\frac12\left(a-\frac{3\pi}{8}\right)\omega'(a).
\end{equation}
The added term is $(3\pi/16)\omega'$. Its leading smooth part is $(3\pi/16)(-8a/15)=-\pi a/10$ in units of $E_F/\lambda_F$, which reduces $\pi a/8$ to $\pi a/40$, one fifth. The surface term of $\omega$, $\pi a/4$ in the same units, adds the constant $(3\pi/16)(\pi/4)=3\pi^2/64$ to the smooth part. This constant depends on the offset being held constant: the $1/a$ correction to $b$, $(1-9\pi^2/64)/(2a)$, dropped above, would shift it by about $-0.1$, because $\omega'$ grows as $a$. With a constant offset the leading oscillation is only multiplied by $1-3\pi/(8a)$, so at large $a$ it hardly changes, while the mean force does. This would fail if the wall followed the actual, oscillating electron number at fixed $E_F$; the force oscillation would then grow with the radius.

\section{A magnesium neck}

Magnesium is a simple metal with a rough $E_F=7.1$ eV. Then $k_F=13.65$ nm$^{-1}$, $\lambda_F=0.460$ nm and $E_F/\lambda_F=15.43$ eV/nm $=2.47$ nN. Take $R=0.50$ nm and $L=1.0$ nm, so $a=6.83$, and draw the neck to $L=1.9$ nm. A level closes when $a=\gamma$, at $L=(1.0\ \mathrm{nm})(6.826/\gamma)^2$; for $\gamma=5.136$ this is $1.77$ nm.

\begin{center}
\begin{tabular}{ccccc}
$L$ at closing & channels & peak before & at closing & fall\\
(nm) & & (nN) & (nN) & (nN)\\
1.14 & $8\to6$ & 5.68 & 2.76 & 2.92\\
1.53 & $6\to5$ & 6.05 & 4.45 & 1.60\\
1.77 & $5\to3$ & 4.57 & 0.81 & 3.76
\end{tabular}
\end{center}

The falls are $1.18$, $0.65$ and $1.52$ times $E_F/\lambda_F$. The smallest belongs to the single channel; the other two closings remove degenerate pairs. Halving the mesh used to locate the peaks changed no fall, because the nested meshes share the same highest points; this does not mean that the mesh error is zero.

At the start the smooth part is $(\pi\times6.826/8-0.444)\times2.471=5.53$ nN. The hard wall at fixed volume implies $\sigma=4.2$ J/m$^2$, about five times the measured surface energy of magnesium (roughly $0.8$ J/m$^2$); for gold it gives $2.5$ against roughly $1.5$ J/m$^2$. The absolute tensions in the table are therefore not those of a real neck. With the ionic volume fixed and the offset held constant it is $1.37$ nN, and the falls become $2.26$, $1.15$ and $2.76$ nN. The closings then move to $L=1.18$, $1.69$ and $2.04$ nm, so the third lies beyond the end of the pull. The $1/a$ correction to $b$ would lower the smooth part to about $1.1$ nN. So thin a neck feels the choice of constraint in its oscillation too: the factor $1-3\pi/(8a)$ is only $0.83$ at the start. There the neck holds 33\% fewer electrons than bulk density filling the whole cylinder would give.

At 300 K, $\Omega$ and $\tau$ are averages of their zero-temperature values over energy with weight $-\partial f_T/\partial E$, where $f_T$ is the Fermi function. This rounds the steep edges and changes the tension by up to about $0.6$ nN during this pull. Tunnelling through the last closed channel, estimated as $e^{-2\kappa L}$ without the prefactor set by the reservoirs, with $\kappa=\sqrt{\gamma^2/R^2-k_F^2}$, is $6\times10^{-7}$ at the end of the pull, but it is not small right at a closing.

A real neck departs further from the model. An end energy of order $E_F$ per channel would add a force of order $E_F/L$ for each channel, which relative to $E_F/\lambda_F$ is $\lambda_F/L=0.46$ at the start and $0.24$ at the end. Summed over the open channels, this force can exceed the oscillation itself, so in so short a neck the ends are not a small correction. Only about three ions fit in the neutral ionic cross-section at the end of the pull (five if they filled the whole hard-wall cylinder), so the radius cannot shrink continuously, and rearrangements of ions would add force jumps that this model does not contain. Band structure and self-consistent screening are also left out. The table therefore shows the size of the electronic force in the model and does not predict a measured trace. Further values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
GENERAL RESULTS (forces in EF/lambdaF)
one-channel peak tension: 1.1926 at x = 0.200
rms oscillation, orbit formula: 0.5862
rms oscillation, exact modes, a = 30 to 80: 0.5796
  same, a = 30 to 50: 0.5580; a = 60 to 80: 0.5903
  same, thin necks a = 4 to 12: 0.5538
rms misfit of orbit sum (v up to 60): 0.0747
misfit of smooth part, fixed wall volume: -0.00141
misfit of smooth part, fixed ionic volume: -0.00140
largest finite-difference error of tension: 1.8e-09
GOLD SCALE (rough EF)
EF = 5.5 eV, lambdaF = 0.523 nm
EF/lambdaF = 1.69 nN
rms force oscillation = 0.99 nN
MAGNESIUM NECK (rough EF, chosen geometry)
EF = 7.1 eV, kF = 13.65 1/nm, lambdaF = 0.460 nm
EF/lambdaF = 15.43 eV/nm = 2.47 nN
rms force oscillation, orbit formula = 1.45 nN
volume = 0.7854 nm^3
start: L = 1.00 nm, R = 0.500 nm, kF R = 6.826, channels = 8
  tension = 5.05 nN, smooth part = 5.53 nN
  smooth part, fixed ionic volume = 1.37 nN
end: L = 1.90 nm, R = 0.363 nm, kF R = 4.952, channels = 3
  tension = 1.78 nN, smooth part = 3.71 nN
  smooth part, fixed ionic volume = 1.01 nN
closing at kF R = 6.380: L = 1.144 nm, channels 8 -> 6
  peak 5.68 nN at L = 1.069 nm, at closing 2.76 nN
  fall 2.92 nN = 1.18 EF/lambdaF; fixed ionic volume 2.26 nN
closing at kF R = 5.520: L = 1.529 nm, channels 6 -> 5
  peak 6.05 nN at L = 1.432 nm, at closing 4.45 nN
  fall 1.60 nN = 0.65 EF/lambdaF; fixed ionic volume 1.15 nN
closing at kF R = 5.136: L = 1.766 nm, channels 5 -> 3
  peak 4.57 nN at L = 1.587 nm, at closing 0.81 nN
  fall 3.76 nN = 1.52 EF/lambdaF; fixed ionic volume 2.76 nN
shift of falls on halving the mesh: 0.0e+00 nN
NEGLECTED EFFECTS, MAGNESIUM NECK
largest change of tension at 300 K: 0.63 nN
thermal energy at 300 K: 0.0259 eV
tunnelling factor, last closed channel, end: 6.4e-07
end corrections, lambdaF/L: 0.46 at start, 0.24 at end
electron depletion at start: 33 %
neutral wall offset: 0.086 nm
ions in bulk-density volume: 34
ions across the end section: 5.1
\end{verbatim}
